# Which Static Multipole Moments a Spinning Nucleus Can Have

A nuclear level of spin $I$ whose only degeneracy is its $2I+1$ orientations has one vector by which to define a direction: the spin $\mathbf I$ itself. A static moment of rank $k$ must therefore behave like a product of $k$ factors of $\mathbf I$. Angular momentum is even under inversion and odd under time reversal, so this product has the signs

$$\text{inversion: } +1,\qquad \text{time reversal: } (-1)^k .$$

An electric moment weights the charge with a polynomial of degree $k$ in the coordinates. Its signs are $(-1)^k$ and $+1$, which match when $k$ is even. A magnetic moment has signs $(-1)^{k+1}$ and $-1$, which match when $k$ is odd. Moreover, a spin with $2I+1$ states cannot support a product of rank above $2I$. The belief that a spinning nucleus may carry any multipole moment is therefore false. A nucleus with a large spin shows how it fails.

## Definitions

Let $S_k=r^kP_k(\cos\theta)$, so that $S_1=z$ and $S_2=(3z^2-r^2)/2$. A moment is the expectation value in the state $M=I$. The electric operator is

$$E_k=\sum_{\text{protons}}S_k ,$$

in units of $e$ times length$^k$. Because the nucleus is charged, the origin matters. Coordinates are measured from the centre of mass, which the single-particle examples below identify with the centre of the potential well. Recoil is thereby neglected; it would multiply the dipole contribution of a proton by $N/A$. The usual quadrupole moment, defined with $3z^2-r^2$, is $Q=2E_2$.

The magnetic operator follows from the energy in a field $\mathbf B\propto\mathbf F$, with $\mathbf F=\nabla S_k$. This field has no divergence, because $S_k$ satisfies Laplace's equation, and its components are of degree $k-1$. Hence

$$\nabla\times(\mathbf r\times\mathbf F)=\mathbf r(\nabla\!\cdot\!\mathbf F)-3\mathbf F+\mathbf F-(\mathbf r\cdot\nabla)\mathbf F=-(k+1)\mathbf F ,$$

where the last term contributed $-(k-1)\mathbf F$. A vector potential is thus $\mathbf A=-\mathbf r\times\mathbf F/(k+1)$. For charge $g_le$ and mass $m$, the energy linear in the field is

$$-\frac{g_le}{m}\mathbf A\cdot\mathbf p=\frac{g_le}{m(k+1)}(\mathbf r\times\mathbf F)\cdot\mathbf p=-\frac{g_le\hbar}{m(k+1)}\,\mathbf F\cdot\mathbf l ,$$

since $(\mathbf r\times\mathbf F)\cdot\mathbf p=-\mathbf F\cdot(\mathbf r\times\mathbf p)$ and $\mathbf l$ is measured in units of $\hbar$. With $\mu_N=e\hbar/2m$, the orbital energy is $-\mu_N\,2g_l\,\mathbf F\cdot\mathbf l/(k+1)$. The spin adds $-\mu_Ng_s\,\mathbf F\cdot\mathbf s$. Therefore

$$M_k=\sum_{\text{nucleons}}\nabla S_k\cdot\left[\frac{2g_l}{k+1}\,\mathbf l+g_s\,\mathbf s\right],$$

in units of $\mu_N$ times length$^{k-1}$. For $k=1$ this is $g_ll_z+g_ss_z$. For $k=0$ it vanishes, because $S_0$ is constant.

## The counter-example: lanthanum-139

Lanthanum has 57 protons. In the simplest shell model of $^{139}$La, 50 protons and 82 neutrons fill closed shells, and seven protons occupy the eight states of the $g_{7/2}$ subshell ($l=4$, $j=7/2$). The radial function is taken as the nodeless oscillator function with a chosen length $b=2.3$ fm.

### One proton

The state with $M=7/2$ combines $m=4$ with spin down and $m=3$ with spin up:

$$|\psi\rangle=\alpha\,|4,4\rangle|\!\downarrow\rangle+\beta\,|4,3\rangle|\!\uparrow\rangle .$$

It is the top state of its multiplet, so $J_+$ must annihilate it. Since $l_+|4,3\rangle=\sqrt{20-12}\,|4,4\rangle$, this requires $\alpha+\sqrt8\,\beta=0$. With normalization, $|\alpha|^2=8/9$ and $|\beta|^2=1/9$; we choose $\beta=1/3$.

The two parts have orthogonal spins, so their charge densities add without interference. Put $c=\cos\theta$. The angular densities are proportional to $(1-c^2)^4$ for $m=4$ and $c^2(1-c^2)^3$ for $m=3$. To normalize them in $c$, use

$$\int_{-1}^{1}(1-c^2)^3dc=\frac{32}{35},\qquad \int_{-1}^{1}(1-c^2)^4dc=\frac{256}{315}.$$

The difference of these integrals, $32/315$, is the norm of the second density. The total is

$$w(c)=\frac89\,\frac{315}{256}(1-c^2)^4+\frac19\,\frac{315}{32}\,c^2(1-c^2)^3 .$$

Both prefactors equal $35/32$, and $(1-c^2)+c^2=1$, so

$$w(c)=\frac{35}{32}(1-c^2)^3 .$$

This result contains the electric part of the rule:

- The density is even in $c$, while $P_k$ is odd for odd $k$. Hence $E_1=E_3=E_5=E_7=0$.
- The density has degree 6, although one of its parts had degree 8. A Legendre polynomial is orthogonal to every polynomial of lower degree, so $E_8$ and all higher electric moments vanish. The limit is set by $j$, not by $l$.

For $k=2$, $\langle c^2\rangle=(32/315)/(32/35)=1/9$, which gives $\langle P_2\rangle=(3/9-1)/2=-1/3$. The radial density, including the volume factor, is proportional to $r^{10}e^{-r^2/b^2}$. Integration by parts gives $\langle r^2\rangle=\tfrac{11}{2}b^2=29.1$ fm$^2$. The single proton therefore has

$$E_2=-\tfrac13\times29.1\ \text{fm}^2=-9.70\ \text{fm}^2$$

in units of $e$. The sign is negative because the proton moves mainly near the equator.

The magnetic dipole follows from the same probabilities:

$$\langle l_z\rangle=\frac{8\times4+3}{9}=\frac{35}{9},\qquad \langle s_z\rangle=\frac12\left(\frac19-\frac89\right)=-\frac{7}{18}.$$

They add to $7/2$, as they must. With $g_l=1$ and the free-proton value $g_s=5.5857$,

$$M_1=\frac{35}{9}-5.5857\times\frac{7}{18}=1.717 .$$

For even $k$, $\nabla S_k$ is odd under inversion, whereas $\mathbf l$ and $\mathbf s$ are even. The state has definite parity, so the even magnetic moments vanish.

### Seven protons

A rotation by $\pi$ about the $y$ axis takes $M$ to $-M$. It also changes $z$ to $-z$ while leaving $x^2+y^2$ unchanged, so $S_k$ becomes $(-1)^kS_k$. The product of $\nabla S_k$ with an angular momentum acquires the same sign. For both kinds of operator, denoted $O_k$,

$$\langle -M|O_k|-M\rangle=(-1)^k\langle M|O_k|M\rangle. \tag{1}$$

A filled subshell is a single state unchanged by every rotation. Its expectation value of $O_k$ may therefore be replaced by an average over all rotated versions of $S_k$, which is zero for $k\ge1$. The closed cores thus contribute only charge, and the eight $g_{7/2}$ contributions sum to zero.

Leave the state $M=-7/2$ empty. The occupied values then sum to $7/2$. Moving the hole through the subshell gives each total from $-7/2$ to $7/2$ once, so these eight states form one multiplet with $I=7/2$. By (1), the seven protons have the moment

$$-\langle-\tfrac72|O_k|-\tfrac72\rangle=-(-1)^k\langle\tfrac72|O_k|\tfrac72\rangle .$$

Compared with one proton, even electric moments with $k\ge2$ change sign and odd magnetic moments do not. The calculated values are:

| $k$ | $E_k$ ($e$ fm$^k$) | $M_k$ ($\mu_N$ fm$^{k-1}$) |
|---|---|---|
| 0 | 57 | 0 |
| 1 | 0 | 1.72 |
| 2 | 9.70 | 0 |
| 3 | 0 | −2.74 |
| 4 | −90.9 | 0 |
| 5 | 0 | −48.2 |
| 6 | 463 | 0 |
| 7 | 0 | 171 |
| 8 | 0 | 0 |

The quadrupole moment is $Q=2\times9.70=19.4$ fm$^2$, or 0.194 barn. In this model it is positive because the missing proton leaves a deficit of charge near the equator. Entries in different rows have different units, so their growth with $k$ does not mean that higher moments matter more.

These are model values, not measurements. The model omits configuration mixing, polarization of the core and currents carried by exchanged mesons. Such effects can change the allowed entries. If they respect the symmetries, they cannot fill in the zeros, as the general proof shows.

The changes are large, so only the pattern of zeros should be carried over to the real nucleus. The measured dipole moment is about 2.78 $\mu_N$, against 1.72 here. The higher magnetic entries are differences of opposing orbital and spin parts; $M_3$, for example, is $-39.7+36.9$. Reducing $g_s$ to 0.7 of its free value gives $M_3=-13.8$, $M_5=+39.7$ and $M_7=-9.7$, so two of the three signs reverse. Replacing the oscillator by a Woods-Saxon well lowers $Q$ by 10 to 15%, to about 17 fm$^2$, and lowers $E_6$ and $M_7$ by about a third. A pairing force that moves protons into the nearby $d_{5/2}$ subshell reduces $Q$ further, to between 3 and 18 fm$^2$ for level gaps of 0.2 to 1.0 MeV and pairing strengths of 0.15 to 0.25 MeV.

## The general statement and its proof

Consider an isolated level of spin $I$ with no degeneracy beyond its $2I+1$ orientations. Its static electric moments have even rank, its static magnetic moments have odd rank, and both obey $k\le2I$. For the even–odd rule it is enough that the Hamiltonian respects either parity or time reversal. The rank limit needs rotational invariance alone.

**Parity.** Inversion $P$ commutes with the Hamiltonian and with $\mathbf I$. It maps each state of the level to itself up to a common sign, which cancels in an expectation value. If $P^\dagger O_kP=\pi O_k$, then

$$\langle O_k\rangle=\langle P^\dagger O_kP\rangle=\pi\langle O_k\rangle .$$

A moment with $\pi=-1$ is therefore zero. Since $\pi=(-1)^k$ for $E_k$ and $\pi=(-1)^{k+1}$ for $M_k$, odd electric and even magnetic moments vanish.

**Time reversal.** Suppose instead that only time reversal $\Theta$ is a symmetry. It reverses $\mathbf I$ and leaves the energy unchanged. Because the level contains just one state with projection $-M$, $\Theta|M\rangle$ is that state up to a phase. Write $\Theta O_k\Theta^{-1}=\tau O_k$. Positions are unchanged by $\Theta$, so $\tau=+1$ for $E_k$; $\mathbf l$ and $\mathbf s$ are reversed, so $\tau=-1$ for $M_k$. An antiunitary operator turns a matrix element into its complex conjugate, but an expectation value of a Hermitian operator is real. Hence

$$\langle-M|O_k|-M\rangle=\tau\langle M|O_k|M\rangle. \tag{2}$$

Equation (1) used rotations alone and still applies. Subtracting it from (2) gives

$$\left[\tau-(-1)^k\right]\langle M|O_k|M\rangle=0 .$$

A nonzero moment requires $(-1)^k=\tau$: even $k$ for electric moments and odd $k$ for magnetic ones.

**Rank limit.** The function $S_k$ belongs to a set of $2k+1$ functions that rotate among themselves, one of which is proportional to $(x+iy)^k$. Let $O_{kq}$ be the corresponding operators, with $O_{k0}=O_k$. The operator $O_{kk}$ raises $M$ by $k$. The largest possible increase within the level is from $-I$ to $I$, which is $2I$. For $k>2I$, all matrix elements of $O_{kk}$ within the level therefore vanish. The other components follow from

$$[I_-,O_{kq}]=\sqrt{k(k+1)-q(q-1)}\;O_{k,q-1}.$$

Since $I_-$ does not lead out of the level, and the square root is nonzero for $q>-k$, every component vanishes in turn, including $O_{k0}$.

**No further restriction from rotations.** For $k\le2I$, the operator $(I_+)^k$ is nonzero and generates $2k+1$ components of rank $k$. Their total number is

$$\sum_{k=0}^{2I}(2k+1)=2I(2I+1)+(2I+1)=(2I+1)^2 ,$$

the number of independent operators on $2I+1$ states. Thus each rank up to $2I$ is available once. Symmetry permits the corresponding moment but does not fix its size, which may happen to be small or zero.

For small spins the allowed moments are:

- $I=0$: $E_0$. There is no magnetic dipole, and hence no magnetic resonance of this level.
- $I=1/2$: $E_0,M_1$. There is no quadrupole moment to couple to an electric field gradient.
- $I=1$: $E_0,M_1,E_2$.
- $I=3/2$: $E_0,M_1,E_2,M_3$.

## When a forbidden moment appears

A pear-shaped charge distribution seems to contradict the rule, since it can have a dipole and an octupole moment. Such a shape requires a superposition of states of opposite parity. Take one proton in

$$\frac{|f_{7/2}\rangle+\lambda|g_{7/2}\rangle}{\sqrt2},\qquad |\lambda|=1,\quad M=\tfrac72 ,$$

with nodeless orbitals of the same $b$. The $f$ state is $|3,3\rangle|\!\uparrow\rangle$, so $z$ connects it to the part $\beta|4,3\rangle|\!\uparrow\rangle$ of the $g$ state.

The angular density of $|3,3\rangle$ is proportional to $(1-c^2)^3$, for which $\langle c^2\rangle=1/9$. The normalized $|4,3\rangle$ is therefore $3c$ times $|3,3\rangle$, up to a sign convention, and $|\langle3,3|c|4,3\rangle|=3\times\tfrac19=\tfrac13$. Similarly, the radial $g$ function is $r$ times the $f$ function divided by $\sqrt{\langle r^2\rangle_f}$. Their radial matrix element of $r$ is thus $\sqrt{\langle r^2\rangle_f}=\sqrt{9/2}\,b$. The two cross terms, each with weight $\tfrac12$, give

$$|E_1|=|\mathrm{Re}\,\lambda|\times\frac13\times\frac13\times\sqrt{\frac92}\,b .$$

For $\lambda=1$ this is $0.542$ fm in units of $e$, and the calculated octupole moment is $|E_3|=12.9$ $e$ fm$^3$. For $\lambda=i$ both vanish, although parity is just as strongly mixed.

Time reversal explains the difference. Let $R$ be the rotation by $\pi$ about $y$. On the spin, $\Theta$ consists of this rotation and complex conjugation. On a spherical harmonic, conjugation changes $y$ to $-y$, and undoing $R$ changes the signs of $x$ and $z$. Together they invert all coordinates and give $(-1)^l$. For basis states with real coefficients, $\Theta=(-1)^lR$, and so

$$\Theta(f+\lambda g)=-R(f-\lambda^*g).$$

The rotated partner in the same multiplet is $R(f+\lambda g)$. The two agree up to a phase if $\lambda^*=-\lambda$, which holds for $\lambda=i$ but not for $\lambda=1$.

Neither superposition is stationary if the $f$ and $g$ levels have different energies and the Hamiltonian conserves parity. If the levels were degenerate, the assumption of a single multiplet would fail. An external electric field can also mix parities, but the resulting moment is induced, not a property of the isolated level.

A broader test used one random rotationally invariant Hamiltonian acting on four $j=7/2$ orbitals, two $f$ and two $g$, together with versions of it made symmetric under parity, time reversal or both. In the symmetric versions, all forbidden moments through rank 7 were below $10^{-15}$ of the norm of their operators. In the original, which breaks both symmetries, they lay between $5.4\times10^{-4}$ and $5.1\times10^{-2}$ of it. These two sizes belong to the matrix drawn; another matrix can give much smaller or larger values. The operators $E_8$, $M_8$ and $M_9$ are nonzero in the full space of $f$ and $g$ orbitals with spin, which also contains $j=5/2$ and $j=9/2$. Within the $I=7/2$ level all their matrix elements stayed zero to rounding, even with both symmetries broken. The $g_{9/2}$ state, with $2j=9$, does have an $E_8$ moment, which confirms that the operator itself was not zero.

A permanent electric dipole moment of an isolated nuclear level would thus require both parity and time reversal to be violated. The conclusion concerns the two families defined here. Toroidal current moments, transition moments between levels and shapes described in a body-fixed frame are different quantities.

## Values computed for the example and the checks

```
Allowed moments from spin algebra (E electric, M magnetic):
  I = 0: E0  (1 independent operators)
  I = 1/2: E0 M1  (4 independent operators)
  I = 1: E0 M1 E2  (9 independent operators)
  I = 3/2: E0 M1 E2 M3  (16 independent operators)
  I = 5/2: E0 M1 E2 M3 E4 M5  (36 independent operators)
  I = 7/2: E0 M1 E2 M3 E4 M5 E6 M7  (64 independent operators)
Forbidden moments, ranks 1-7, I = 7/2 (relative to operator norm):
  P kept   T kept  : smallest 2.0e-17, largest 3.6e-16
  P kept   T broken: smallest 1.8e-17, largest 3.3e-16
  P broken T kept  : smallest 4.0e-18, largest 1.9e-16
  P broken T broken: smallest 5.4e-04, largest 5.1e-02
Rank limit, same g orbital (relative to operator norm):
  E8 in g9/2: 2.69e-03; E8 in g7/2: 5.0e-15
  M9 in g9/2: 1.49e-03
One proton in (f7/2 + phase*g7/2)/sqrt(2), M = 7/2:
  phase 1: |E1| = 0.5421 e fm, |E3| = 12.905 e fm^3
  phase i: |E1| = 0.0000 e fm, |E3| = 0.000 e fm^3
La-139 shell model: seven protons in g7/2
  oscillator length b = 2.3 fm; g_l = 1; g_s = 5.5857
  valence protons = 7; total M of top state = 3.5
  <r^2> of the g orbital = 29.095 fm^2
  values below 1e-10 of the operator norm are shown as 0
  k | E_k one proton, seven+core (e fm^k) | M_k one, seven (mu_N fm^(k-1))
  0 | 1, 57 | 0, 0
  1 | 0, 0 | 1.7167, 1.7167
  2 | -9.6983, 9.6983 | 0, 0
  3 | 0, 0 | -2.7396, -2.7396
  4 | 90.948, -90.948 | 0, 0
  5 | 0, 0 | -48.222, -48.222
  6 | -462.61, 462.61 | 0, 0
  7 | 0, 0 | 171.16, 171.16
  8 | 0, 0 | 0, 0
  magnetic dipole moment mu = 1.7167 mu_N
  quadrupole moment Q = 2 E_2 = 19.397 fm^2 = 0.1940 barn
```
